Scattering length of atoms with a van der Waals tail

**1. What dimensions and symmetry fix**

Two atoms of reduced mass μ attract at large separation r with the energy −C6/r⁶, where C6 > 0. At zero collision energy the s-wave radial function u(r), which is r times the wave function, then obeys

u″ = −(2μC6/ħ²) u/r⁶.

The left side has the dimension of u divided by length², so 2μC6/ħ² has the dimension length⁴. The tail therefore contains one length,

β = (2μC6/ħ²)^(1/4).

The scattering length a is defined by u ∝ r − a at large r. It must equal β times a dimensionless function of whatever the inner region hands to the tail. If the inner region hands over the phase Φ of an oscillating wave, a shift of Φ by π changes u into −u, which describes the same state. Hence

a = β F(Φ), F(Φ + π) = F(Φ).

Dimensions and symmetry go no further. The function F follows from the Bessel solution of the tail equation.

**2. Assumptions and theorem**

(A1) A single isotropic potential V(r) governs the motion. It is repulsive inside r0, vanishes at r0 with a finite, nonzero slope, and is negative for all r > r0. Thus r0 is the inner turning point at zero energy. In addition, V is nearly linear on both sides of r0 over the length (2μ|V′(r0)|/ħ²)^(−1/3), and further inside it forms a thick barrier. A potential that steepens into a wall or flattens out within that length gives a different phase offset.

(A2) At large r, V = −C6/r⁶. Retardation is neglected.

(A3) The semiclassical (WKB) approximation holds without interruption from just outside r0 out to a range of r in which V already has this form.

Define the wavenumber and the total phase at zero energy by

k(r) = √(−2μV(r))/ħ, Φ = ∫ k dr from r0 to ∞.

The integral converges, because k = β²/r³ in the tail.

Theorem. Under A1 to A3, to leading order for Φ ≫ 1:

(i) The scattering length is

a = ā [1 − tan(Φ − π/8)], ā = [2π/Γ(1/4)²] (2μC6/ħ²)^(1/4).

(ii) If Φ is uniformly distributed modulo π, a has a Cauchy distribution with centre ā and half-width ā. Its median is ā, and a > 0 has probability 3/4.

(iii) The number of s-wave bound states is floor(Φ/π − 5/8) + 1, except when Φ lies within the small semiclassical phase error of one of the values (N + 5/8)π, N integer.

The length ā is called the mean scattering length. The Cauchy distribution has no ordinary mean, however, so the name needs the interpretation given in section 7.

**3. Lemma 1: the tail solution**

Lemma 1. For V = −C6/r⁶ the general zero-energy solution is

u = √r [A J₁/₄(x) − B J₋₁/₄(x)], x = β²/(2r²),

where A and B are constants and J is the Bessel function of the first kind.

Proof. Put t = β/r and w(t) = t u(r), which brings infinite separation to t = 0. Since r = β/t, we have dr/dt = −β/t². With primes on w for d/dt and subscripts r for d/dr,

w′ = u − (β/t) u_r,

w″ = −(β/t²) u_r + (β/t²) u_r + (β²/t³) u_rr = (β²/t³) u_rr.

In the tail u_rr = −β⁴u/r⁶ = −(t⁶/β²)u, and u = w/t. Therefore

w″ + t² w = 0.

Now write w = √t Z(x) with x = t²/2, so that dx/dt = t. With Z′ = dZ/dx,

w′ = ½ t^(−1/2) Z + t^(3/2) Z′,

w″ = t^(5/2) Z″ + 2 t^(1/2) Z′ − ¼ t^(−3/2) Z.

In w″ the coefficient 2 of Z′ is the sum of ½ from the first term of w′ and 3/2 from the second. Adding t²w = t^(5/2) Z and multiplying by t^(3/2)/4 gives

(t⁴/4) Z″ + (t²/2) Z′ + (t⁴/4 − 1/16) Z = 0,

or, in terms of x,

x² Z″ + x Z′ + (x² − 1/16) Z = 0.

This is Bessel's equation of order 1/4. Its solutions J₁/₄ and J₋₁/₄ are independent because the order is not an integer. Finally u = w/t = t^(−1/2) Z, which is proportional to √r Z. ∎

**4. Lemma 2: the scattering length from A/B**

Lemma 2. The solution of Lemma 1 has

a = √2 ā A/B.

Proof. Large r means small x, where the Bessel series begins with

J_ν(x) = (x/2)^ν/Γ(1 + ν) × [1 + O(x²)].

Here (x/2)^(1/4) = [β²/(4r²)]^(1/4) = β^(1/2)/(√2 r^(1/2)). Hence

√r J₁/₄ → β^(1/2)/[√2 Γ(5/4)],

√r J₋₁/₄ → √2 r/[β^(1/2) Γ(3/4)].

The first function tends to a constant and the second grows as r. The corrections are smaller by a factor of order β⁴/r⁴, so they vanish as r → ∞ and leave a well defined. Dividing u by the coefficient of r, which is −B√2/[β^(1/2) Γ(3/4)], gives r − a with

a = (A/B) β Γ(3/4)/[2Γ(5/4)].

Two gamma-function identities simplify the constant. The recurrence gives Γ(5/4) = Γ(1/4)/4. The reflection formula gives Γ(1/4)Γ(3/4) = π/sin(π/4) = √2 π. Therefore

Γ(3/4)/[2Γ(5/4)] = [√2 π/Γ(1/4)] × [2/Γ(1/4)] = √2 × 2π/Γ(1/4)².

The last fraction is ā/β. ∎

**5. Lemma 3: the wave leaving the inner region**

Lemma 3. Beyond the turning point, where WKB holds,

u ∝ k^(−1/2) sin(∫ k dr from r0 to r + π/4).

Proof. Let S and C be the sine and cosine of a phase whose derivative is k, and try u = k^(−1/2) S. Then

u′ = (k^(−1/2))′ S + k^(1/2) C,

u″ = (k^(−1/2))″ S + [k (k^(−1/2))′ + (k^(1/2))′] C − k^(3/2) S.

The bracket is −½k^(−1/2)k′ + ½k^(−1/2)k′ = 0. Thus u″ + k²u = (k^(−1/2))″ S, and the trial function is accurate where this remainder is small compared with k²u. Their ratio is k^(−3/2)(k^(−1/2))″. In the tail, k^(−1/2) = r^(3/2)/β, and the ratio becomes

(r^(9/2)/β³) × (3/4) r^(−1/2)/β = (3/4) r⁴/β⁴ = 3/(16x²).

WKB therefore holds for x ≫ 1 and fails at large r, where x → 0. There the exact Bessel solution takes over.

The constant π/4 comes from the turning point. Near r0, k² = c(r − r0) with c > 0; by A1 this form holds on both sides of r0 over the length c^(−1/3). With z = c^(1/3)(r − r0) the equation is u_zz = −z u. Put u = √z Z(ζ), with ζ = (2/3)z^(3/2), which equals the phase ∫ k dr from r0. Since dζ/dz = z^(1/2),

u_zz + z u = z^(3/2) Z″ + (3/2) Z′ − ¼ z^(−3/2) Z + z^(3/2) Z = 0.

Multiplication by (4/9)z^(3/2) turns this into Bessel's equation of order 1/3 in ζ.

The physical solution must decay inside the barrier, z = −s < 0. The series of √z J₁/₃(ζ) is z times a series in z³, and that of √z J₋₁/₃(ζ) is a series in z³ alone. On passing to z = −s they become −√s I₁/₃ and √s I₋₁/₃, with the modified Bessel functions taken at (2/3)s^(3/2). Both I functions grow exponentially, but I₋₁/₃ − I₁/₃ is proportional to the decaying function K₁/₃. The required combination is therefore J₁/₃ + J₋₁/₃.

For large argument the standard asymptotic form is

J_ν(ζ) ≈ √(2/(πζ)) cos(ζ − νπ/2 − π/4).

The sum is then proportional to

cos(ζ − π/4 − π/6) + cos(ζ − π/4 + π/6) = 2 cos(π/6) cos(ζ − π/4),

and cos(ζ − π/4) = sin(ζ + π/4). Its amplitude √z ζ^(−1/2) is proportional to z^(−1/4), hence to k^(−1/2), so it joins the WKB form. ∎

**6. Proof of part (i)**

In the tail the phase still to come between r and infinity is

∫ (β²/r′³) dr′ from r to ∞ = β²/(2r²) = x.

The phase from r0 to r is therefore Φ − x, and Lemma 3 reads

u ∝ r^(3/2) sin(Φ − x + π/4) = r^(3/2) cos(x − δ), δ = Φ − π/4.

The last equality is sin y = cos(π/2 − y). For x ≫ 1, Lemma 1 and the asymptotic form of J_ν give

u ∝ r^(3/2) [A cos(x − 3π/8) − B cos(x − π/8)].

The powers of r agree because √r x^(−1/2) ∝ r^(3/2). To compare the two expressions, use the identity

cos(x − δ) sin(π/4) = cos(x − 3π/8) sin(δ − π/8) − cos(x − π/8) sin(δ − 3π/8).

Both sides are linear combinations of cos x and sin x, so agreement at two independent points proves it. At x = 3π/8 + π/2 the first cosine on the right is zero and the second is cos(3π/4) = −sin(π/4). The right side is sin(π/4) sin(δ − 3π/8), and the left side is the same, since cos(7π/8 − δ) = sin(δ − 3π/8). At x = π/8 + π/2 the second cosine is zero, the first is cos(π/4) = sin(π/4), and cos(5π/8 − δ) = sin(δ − π/8), so the sides agree again.

Comparison of coefficients gives

A/B = sin(δ − π/8)/sin(δ − 3π/8) = sin(Φ − 3π/8)/sin(Φ − 5π/8).

Let θ = Φ − π/8. Then

A/B = sin(θ − π/4)/sin(θ − π/2) = [(sin θ − cos θ)/√2]/(−cos θ) = (1 − tan θ)/√2.

Lemma 2 yields a = ā(1 − tan θ). ∎

Remark on the matching range. Take the potential V = C6 r0⁶/r¹² − C6/r⁶ and let Λ = (β/r0)², s = r0/r. WKB needs x = Λs²/2 ≫ 1. Neglect of the repulsion beyond r changes the phase by about

½ ∫ (β²/r′³)(r0/r′)⁶ dr′ from r to ∞ = Λs⁸/16,

which must be small. Both conditions can be met if Λ is large, with s well above Λ^(−1/2) and well below Λ^(−1/8). For a shallow well the range narrows (at Φ = 1 its bounds are s = 0.65 and 0.90) and the derivation loses its basis. For this potential the formula then worsens gradually: the phase error defined in section 9 is about −0.004 at Φ = 15, −0.018 at Φ = 4 and −0.09 at Φ = 1. This potential meets the linearity condition of A1 only roughly: at the distance named there, V inside r0 exceeds its linear value by about 15 % at Φ = 99 and by about 65 % at Φ = 15. Smooth curvature of this kind leaves the offset π/8 nearly unchanged.

Remark on a hard wall. If the −C6/r⁶ potential ends at an impenetrable wall, where x = x0, the condition u = 0 gives A/B = J₋₁/₄(x0)/J₁/₄(x0) without WKB. For large x0 this ratio is cos(x0 − π/8)/cos(x0 − 3π/8), and with η = x0 − 3π/8 it equals (1 − tan η)/√2. Hence

a ≈ ā [1 − tan(x0 − 3π/8)].

The total phase is now x0, and the offset is 3π/8 in place of π/8. The difference π/4 is the phase which a soft turning point supplies and a wall does not.

**7. Proof of part (ii), and the meaning of the mean**

Let y = a/ā − 1 = −tan θ, with θ uniform over a period π. The probability of an interval dθ is dθ/π, and |dy/dθ| = 1 + tan²θ = 1 + y². The density of y is therefore

p(y) = 1/[π(1 + y²)].

This is the Cauchy density. It is even in y, so the median is y = 0, or a = ā. The condition a > 0 means y > −1, which has probability 1/2 + arctan(1)/π = 3/4. ∎

The mean would require ∫ y p(y) dy over the whole line. Between −L and M this integral is

(1/2π) ln[(1 + M²)/(1 + L²)].

It vanishes for M = L, so a cutoff symmetric about ā gives the mean ā. For M = 2L it tends to (ln 2)/π as L grows. The limit depends on how the cutoffs are removed, and so the ordinary mean does not exist. The length ā is the median and the principal-value mean.

An ensemble of 2000 potentials of the 12-6 form above, with Φ evenly spaced over one period from 90 to 90 + π, shows both effects. Direct numerical solution of the radial equation, by the method described in section 9, gives a median of 0.999 ā and a fraction 0.750 with a > 0. The mean of a/ā is 1.00 for samples between −9 and 11, a window symmetric about 1. It is 1.24 between −9 and 21. For the latter window, L = 10 and M = 20, the Cauchy law gives

1 + ln(401/101)/[2(arctan 10 + arctan 20)] = 1.23.

The denominator arises because the integral is divided by the probability of the window, (arctan 10 + arctan 20)/π. The last digit of the ensemble values depends on where the 2000 points fall: shifting the grid within one spacing gives medians from 0.9995 ā to 1.0004 ā and means of 1.23 to 1.24 for the asymmetric window.

The uniform phase is an assumption about an ensemble. It is reasonable when Φ ≫ π and the inner potentials vary enough to spread Φ over many periods. For one given potential, a is a definite number and may lie far from ā.

**8. Proof of part (iii)**

By the oscillation theorem, the number of s-wave bound states equals the number of nodes of the zero-energy solution at finite r > 0. As the well deepens, a new node enters from infinity when the coefficient of r in u vanishes, that is, when B = 0 and a diverges. Part (i) puts these poles at Φ − π/8 = π/2 + Nπ, or

Φ = (N + 5/8)π, N integer.

At such a pole u = √r J₁/₄(x). Counted from outside, its m-th node lies at x ≈ (m − 1/8)π for large m, by the standard numbering of Bessel zeros. Counted from inside, Lemma 3 puts the l-th node where Φ − x + π/4 = lπ. For one and the same node in the matching range,

l = N + 5/8 − m + 1/8 + 1/4 = N + 1 − m.

The total number of nodes is l + m − 1 = N, since the common node is counted twice. Just above the pole one more has entered, so the number is N + 1. It stays constant until the next pole, which is the stated formula. The true poles are displaced from (N + 5/8)π by the phase error of the semiclassical approximation. Between the true and the predicted pole the count is off by one and part (i) gives a the wrong sign. ∎

Just above a pole a is large and positive, and just below it is large and negative. The rate of change,

da/dΦ = −ā [1 + tan²(Φ − π/8)],

shows that a small phase error matters most there.

**9. Example: two spin states of open-shell atoms**

Consider two distinguishable model atoms, each with spin 1/2 and no orbital angular momentum. Their spins combine to a singlet or a triplet. For two identical atoms whose only spin is this spin 1/2, exchange symmetry would exclude the s wave in the triplet. Without spin-orbit coupling the long-range dispersion energy does not depend on the total spin, so both curves have the same C6. Exchange makes their inner parts differ. Hyperfine coupling, which would mix the two states, is neglected, and so is the weak anisotropic magnetic interaction of the two spins, which falls as 1/r³.

Take μ = 50 u = 91144.4 electron masses and C6 = 2000 Eh a0⁶, where Eh is the hartree and a0 the Bohr radius. In atomic units ħ = 1, and

β = (2 × 91144.4 × 2000)^(1/4) a0 = 138.18 a0.

With Γ(1/4) = 3.62561, 2π/Γ(1/4)² = 0.477989 and

ā = 0.477989 × 138.18 a0 = 66.05 a0 = 3.495 nm.

Both curves are given the form V = C6 r0⁶/r¹² − C6/r⁶, with r0 = 6 a0 for the singlet and 9 a0 for the triplet. The minimum is at r⁶ = 2r0⁶ and has depth C6/(4r0⁶), which is 0.0107 Eh and 0.00094 Eh respectively. With s = r0/r the phase becomes

Φ = (β/r0)² ∫ s √(1 − s⁶) ds from 0 to 1 = 0.420655 (β/r0)².

For the singlet, Φ = 223.110 = 71.0180π. Then tan(Φ − π/8) = −0.3495, and

a = 66.05 a0 × (1 + 0.3495) = 89.1 a0 = 4.72 nm.

For the triplet, Φ = 99.160 = 31.564π. Then tan(Φ − π/8) = 5.115, and

a = 66.05 a0 × (1 − 5.115) = −271.8 a0 = −14.38 nm.

The two states share ā, yet their scattering lengths differ in sign and by a factor of three in size. Part (iii) gives 71 and 31 bound states. The triplet, with Φ/π = 31.56, lies just below the pole at 31.625, hence its large negative a.

For comparison the full radial equation can be solved without WKB. The substitution of Lemma 1 turns it into

w″ = (g t⁸ − t²) w, g = (r0/β)⁶,

and w ∝ β − a t near t = 0 gives a = −β w′(0)/w(0). Numerov integration from inside the barrier to t = 0 gives 89.15 a0 for the singlet and −270.7 a0 for the triplet, with 71 and 31 nodes. Relative to these values, the formula is off by about 0.02 % and 0.4 %.

The unequal errors come mainly from the slope and partly from the larger phase error at smaller Φ. Define the phase error as arctan(1 − a/ā), with the numerical a, minus (Φ − π/8), modulo π. It is −0.00029 for the singlet and −0.00065 for the triplet. The slopes da/dΦ are −74 a0 and −1794 a0 per radian, so the products are 0.02 a0 and 1.2 a0, as found. For this family of potentials the phase error is −0.00107, −0.00054 and −0.00027 at Φ = 60, 120 and 240. It halves each time Φ doubles, so over this range the computed phase error falls as 1/Φ.

**10. Where the theorem does not apply**

Atoms with orbital angular momentum can have anisotropic interactions that couple several curves. A single Φ then no longer describes the collision, and A1 fails.

Two identical atoms that share a dipole-allowed excitation can have a tail proportional to 1/r³. With u ≈ r, an attractive tail of this kind gives u″ ≈ −b/r² with b > 0, hence u ≈ r + b ln r. The logarithm prevents u from approaching r − a, so a finite scattering length does not exist. The theorem serves excited or open-shell atoms when their states give an isolated, isotropic curve with a 1/r⁶ tail. Real tails also contain a term −C8/r⁸, which must be included in Φ and which enlarges the error. For V = (C6 r0⁶ + C8 r0⁴)/r¹² − C6/r⁶ − C8/r⁸ with C8/C6 = 120 a0², r0 near 9 a0 and the μ and C6 of section 9, Φ rises from about 99 to about 122, and the phase error lies between about −0.002 and −0.0045, against −0.00065 without the term. This error does not fall as 1/Φ: with r0 near 6 a0, where Φ is about 327, it still lies between about −0.002 and −0.0044, of the order of C8/(C6β²) = 0.006. Retardation also matters at this level. A Casimir-Polder tail with one oscillator of transition energy 0.058 Eh per atom lowers Φ by about 0.003 and moves a from −270.7 a0 to −267.0 a0 for the triplet and from 89.15 a0 to 89.33 a0 for the singlet. The accuracies quoted in section 9 belong to the pure 12-6 model.
